# Band change of a Bloch electron driven through a zone-boundary gap: a program that tests the result

```python
"""
Result under test: an electron driven by a uniform field F through the gap Eg
at a zone boundary changes band with probability
    P = exp(-pi Eg^2 / (4 v F))          (Hartree atomic units, hbar = m = e = 1)
Potential 2 V cos(G x), Eg = 2|V|, v = G/2 = free-electron speed at k = G/2.
alpha = 2 v F is the sweep rate of the energy difference of the two crossing
plane waves, and nu = V^2/alpha is the Landau-Zener parameter.
Independent roads: symbolic check of the moving plane waves, integration of the
amplitude equation, and propagation through a full zone with many plane waves.
"""
import numpy as np
import sympy as sp
from scipy.integrate import solve_ivp
from scipy.constants import physical_constants as pc

HARTREE_EV = pc["Hartree energy in eV"][0]
FIELD_SI = pc["atomic unit of electric field"][0]

# ---- moving plane wave: the term linear in x must cancel exactly ----
x, t, k0, Fs, Gs, Vs = sp.symbols("x t k0 F G V", real=True)
c = sp.Function("c")(t)
k = k0 + Fs * t
wave = c * sp.exp(sp.I * k * x)
potential = Vs * (sp.exp(sp.I * Gs * x) + sp.exp(-sp.I * Gs * x))
residual = (sp.I * sp.diff(wave, t) + sp.diff(wave, x, 2) / 2
            - (potential - Fs * x) * wave)
claimed = ((sp.I * sp.diff(c, t) - k**2 / 2 * c) * sp.exp(sp.I * k * x)
           - Vs * c * sp.exp(sp.I * (k + Gs) * x)
           - Vs * c * sp.exp(sp.I * (k - Gs) * x))
assert sp.simplify(sp.expand((residual - claimed) * sp.exp(-sp.I * k * x))) == 0

# ---- two-wave energy difference is exactly linear in q = k - G/2 ----
q = sp.symbols("q", real=True)
difference = (Gs / 2 + q)**2 / 2 - (q - Gs / 2)**2 / 2
assert sp.expand(difference - 2 * (Gs / 2) * q) == 0


# ---- contour-integral solution of a'' - i t a' + nu a = 0 (unit sweep) ----
def ray_integrals(time, nu, angle):
    """J and K along a ray from the origin; logarithmic trapezoid rule."""
    u = np.linspace(-40.0, 3.0, 40001)
    direction = np.exp(1j * angle)
    p = np.exp(u) * direction
    log_p = u + 1j * angle
    weight = np.exp(-0.5j * p**2 + 1j * p * time)
    du = u[1] - u[0]
    j_val = np.sum(np.exp((1j * nu + 1) * log_p) * weight) * du
    k_val = np.sum(np.exp((1j * nu + 2) * log_p) * weight) * du
    return j_val, k_val


def saddle_part(time, nu):
    """Part of a from the straight line through the saddle p = time."""
    r = np.linspace(-12.0, 12.0, 4001)
    step = r * np.exp(-0.25j * np.pi)
    p = time + step
    values = np.exp(1j * nu * np.log(p)) * step * np.exp(-0.5 * r**2)
    return (np.exp(0.5j * time**2) * np.exp(-0.25j * np.pi)
            * np.sum(values) * (r[1] - r[0]))


T = 40.0
for nu_test in (0.1, 0.3):
    J, K = ray_integrals(-T, nu_test, -np.pi / 4)
    a_start, slope_start = K + T * J, 1j * nu_test * J
    run = solve_ivp(lambda s, y: [y[1], 1j * s * y[1] - nu_test * y[0]],
                    (-T, T), [a_start, slope_start], method="DOP853",
                    rtol=1e-10, atol=1e-12)
    J, K = ray_integrals(T, nu_test, 3 * np.pi / 4)
    a_ray = K - T * J
    a_saddle = saddle_part(T, nu_test)
    # the deformed contour reproduces the integrated equation
    assert abs(run.y[0, -1] - a_ray - a_saddle) < 1e-5 * abs(a_start)
    # finite-time corrections of the ray part are of order nu/T^2
    ratio = abs(a_ray / a_start)**2
    assert abs(ratio / np.exp(-2 * np.pi * nu_test) - 1) < 3e-3
    # the saddle part falls as 1/t
    assert abs(abs(a_saddle / saddle_part(T / 2, nu_test)) - 0.5) < 0.01


# ---- crystal: propagation through one full zone, k from 0 to G ----
def hamiltonian(k_values, V, G, orders):
    k_values = np.atleast_1d(k_values)
    size = len(orders)
    H = np.zeros((len(k_values), size, size))
    idx = np.arange(size)
    H[:, idx, idx] = 0.5 * (k_values[:, None] + G * orders[None, :])**2
    H[:, idx[:-1], idx[1:]] = V
    H[:, idx[1:], idx[:-1]] = V
    return H


def interband_probabilities(V, G, fields, orders, steps=16000):
    """1 - population of the lowest band after the sweep, for each field."""
    dk = G / steps
    energies, vectors = np.linalg.eigh(
        hamiltonian((np.arange(steps) + 0.5) * dk, V, G, orders))
    first = np.linalg.eigh(hamiltonian(0.0, V, G, orders))[1][0][:, 0]
    last = np.linalg.eigh(hamiltonian(G, V, G, orders))[1][0][:, 0]
    result = []
    for field in fields:
        phases = np.exp(-1j * energies * dk / field)
        state = first.astype(complex)
        for vec, phase in zip(vectors, phases):
            state = vec @ (phase * (vec.T @ state))
        assert abs(np.vdot(state, state).real - 1) < 1e-9
        result.append(1 - abs(np.vdot(last, state))**2)
    return np.array(result)


def formula(gap, speed, field):
    return np.exp(-np.pi * gap**2 / (4 * speed * field))


lattice, V = 6.0, 0.01
fields = np.array([2.5e-4, 5.0e-4, 1.0e-3])
G = 2 * np.pi / lattice
v = G / 2
Eg = 2 * V
two = np.array([-1, 0])
eight = np.arange(-4, 4)

levels = np.linalg.eigvalsh(hamiltonian(G / 2, V, G, eight))[0]
gap_eight = levels[1] - levels[0]
assert abs(gap_eight / Eg - 1) < 1e-3
h = 1e-4
near = np.linalg.eigvalsh(hamiltonian([G/2 - h, G/2 + h], V, G, eight))[:, 0]
band_velocity = (near[1] - near[0]) / (2 * h)
assert abs(band_velocity) < 1e-6

P_formula = formula(Eg, v, fields)
P_two = interband_probabilities(V, G, fields, two)
P_eight = interband_probabilities(V, G, fields, eight)
# finite sweep and remaining waves leave errors well below 1e-3
assert np.max(abs(P_two - P_formula)) < 1e-3
assert np.max(abs(P_eight - P_formula)) < 1e-3

# ---- strong potential with the same V^2/F: the formula must lose accuracy ----
V_strong, F_strong = 10 * V, 100 * fields[1]
strong_levels = np.linalg.eigvalsh(hamiltonian(G / 2, V_strong, G, eight))[0]
gap_strong = strong_levels[1] - strong_levels[0]
P_strong = interband_probabilities(V_strong, G, [F_strong], eight)[0]
P_strong_formula = formula(gap_strong, v, F_strong)
error_weak = abs(P_eight[1] - P_formula[1])
error_strong = abs(P_strong - P_strong_formula)
assert error_strong > 10 * error_weak

# ---- worked example ----
F = fields[1]
alpha = 2 * v * F
nu = V**2 / alpha
print(f"lattice constant            {lattice:.1f} bohr")
print(f"G                           {G:.5f} 1/bohr")
print(f"free speed v = G/2          {v:.5f} a.u.")
print(f"free energy at boundary     {G**2 / 8:.5f} hartree")
print(f"V                           {V:.3f} hartree")
print(f"gap Eg = 2V                 {Eg:.3f} hartree")
print(f"gap Eg                      {Eg * HARTREE_EV:.4f} eV")
print(f"gap from eight waves        {gap_eight:.7f} hartree")
print(f"lower-band velocity at G/2  {abs(band_velocity):.1e} a.u.")
print(f"middle field F              {F:.5f} a.u.")
print(f"middle field F              {F * FIELD_SI:.3e} V/m")
print(f"sweep rate alpha = 2vF      {alpha:.4e} a.u.")
print(f"nu = V^2/alpha              {nu:.5f}")
print(f"exponent 2 pi nu            {2 * np.pi * nu:.5f}")
print(f"field with exponent 1       {np.pi * Eg**2 / (4 * v):.4e} a.u.")
print(f"gap time Eg/alpha           {Eg / alpha:.2f} a.u.")
print(f"sweep time 1/sqrt(alpha)    {1 / np.sqrt(alpha):.2f} a.u.")
print(f"time through zone G/F       {G / F:.1f} a.u.")
print("interband probability: field (a.u.), formula, two waves, eight waves")
for row in zip(fields, P_formula, P_two, P_eight):
    print("  {:.5f}  {:.5f}  {:.5f}  {:.5f}".format(*row))
print(f"strong case V               {V_strong:.2f} hartree")
print(f"strong case F               {F_strong:.3f} a.u.")
print(f"strong case gap             {gap_strong:.5f} hartree")
print(f"strong case P, formula      {P_strong_formula:.4f}")
print(f"strong case P, eight waves  {P_strong:.4f}")
print(f"error of formula, weak      {error_weak:.1e}")
print(f"error of formula, strong    {error_strong:.1e}")
print("all good")
```

Printed output:

```
lattice constant            6.0 bohr
G                           1.04720 1/bohr
free speed v = G/2          0.52360 a.u.
free energy at boundary     0.13708 hartree
V                           0.010 hartree
gap Eg = 2V                 0.020 hartree
gap Eg                      0.5442 eV
gap from eight waves        0.0199983 hartree
lower-band velocity at G/2  4.2e-13 a.u.
middle field F              0.00050 a.u.
middle field F              2.571e+08 V/m
sweep rate alpha = 2vF      5.2360e-04 a.u.
nu = V^2/alpha              0.19099
exponent 2 pi nu            1.20000
field with exponent 1       6.0000e-04 a.u.
gap time Eg/alpha           38.20 a.u.
sweep time 1/sqrt(alpha)    43.70 a.u.
time through zone G/F       2094.4 a.u.
interband probability: field (a.u.), formula, two waves, eight waves
  0.00025  0.09072  0.09071  0.09079
  0.00050  0.30119  0.30120  0.30133
  0.00100  0.54881  0.54886  0.54897
strong case V               0.10 hartree
strong case F               0.050 a.u.
strong case gap             0.19835 hartree
strong case P, formula      0.3072
strong case P, eight waves  0.2846
error of formula, weak      1.3e-04
error of formula, strong    2.3e-02
all good
```
